# Swap-Delete Lists for Rejection-Free Random Sequential Adsorption to Jamming: a program that tests the result

```python
"""
Rejection-free random sequential adsorption (RSA) with a swap-delete list.

Result under test: drawing uniformly from an unordered list of available sites,
and deleting each newly blocked site by moving the last entry into its place,
gives the same law of adsorption sequences as trial-and-reject RSA, costs a
bounded number of operations per adsorption, and ends exactly at jamming.

Symbols: N number of sites; m number of available sites; k attempt rate per
site; theta adsorbed molecules per site; a site spacing; d footprint diameter
(two adsorbed centres may not be closer than d). Lengths of the example in nm.
"""
import math
import random
import time
from collections import Counter, defaultdict
from fractions import Fraction
from itertools import permutations

import numpy as np
from scipy import constants as const
from scipy.spatial import cKDTree

draw = random.Random(12345)
rng = np.random.default_rng(2024)


def fill(neigh, choose, watch=None):
    """Adsorb until the list is empty; choose(m) returns an index below m.
    Returns the sites in order of adsorption and the list length before each."""
    avail = list(range(len(neigh)))
    pos = list(range(len(neigh)))          # pos[site] = index in avail, or -1
    order, sizes = [], []
    while avail:
        m = len(avail)
        site = avail[choose(m)]
        order.append(site)
        sizes.append(m)
        for t in (site, *neigh[site]):
            gap = pos[t]
            if gap >= 0:
                last = avail.pop()
                if last != t:
                    avail[gap] = last
                    pos[last] = gap
                pos[t] = -1
        if watch is not None:
            watch(order, avail, pos)
    return order, sizes


def neighbours(points, box, reach):
    """Exclusion table for points in a periodic square box."""
    pairs = cKDTree(points, boxsize=box).query_pairs(reach, output_type="ndarray")
    table = [[] for _ in range(len(points))]
    for i, j in pairs.tolist():
        table[i].append(j)
        table[j].append(i)
    return table


def square_points(side, spacing):
    x, y = np.meshgrid(np.arange(side), np.arange(side))
    return spacing * np.column_stack([x.ravel(), y.ravel()]).astype(float)


def mean_err(values):
    v = np.asarray(values, dtype=float)
    return v.mean(), v.std(ddof=1) / math.sqrt(len(v))


# ---- Exact law on a 2 x 4 ladder: all list runs against all permutations ----
ladder = [[j for j in range(8)
           if abs(i // 4 - j // 4) + abs(i % 4 - j % 4) == 1] for i in range(8)]
list_law = defaultdict(Fraction)
path = []
while True:
    forced = iter(path)
    order, sizes = fill(ladder, lambda m: next(forced, 0))
    list_law[tuple(order)] += Fraction(1, math.prod(sizes))
    path = path + [0] * (len(sizes) - len(path))
    while path and path[-1] == sizes[len(path) - 1] - 1:
        path.pop()
    if not path:
        break
    path[-1] += 1

greedy = Counter()
for attempt_order in permutations(range(8)):
    taken = []
    for s in attempt_order:
        if not any(t in taken for t in ladder[s]):
            taken.append(s)
    greedy[tuple(taken)] += 1
permutation_law = {q: Fraction(c, math.factorial(8)) for q, c in greedy.items()}
assert dict(list_law) == permutation_law
final_law = defaultdict(Fraction)
for q, p in list_law.items():
    final_law[frozenset(q)] += p
assert min(final_law.values()) < max(final_law.values())
print("EXACT LAW, 2x4 ladder, nearest-neighbour exclusion")
print(f"distinct adsorption sequences: {len(list_law)}")
print(f"distinct jammed states: {len(final_law)}")
print(f"least likely jammed state, probability: {min(final_law.values())}")
print(f"most likely jammed state, probability: {max(final_law.values())}")

# ---- List contents against brute-force distances on disordered sites ----
cloud = rng.random((80, 2)) * 5.0
shift = np.abs(cloud[:, None, :] - cloud[None, :, :])
distance = np.sqrt((np.minimum(shift, 5.0 - shift) ** 2).sum(axis=2))
states_checked = 0


def audit(order, avail, pos):
    global states_checked
    free = set(np.flatnonzero(distance[:, order].min(axis=1) > 0.8).tolist())
    assert set(avail) == free and len(avail) == len(free)
    assert all(pos[s] == i for i, s in enumerate(avail))
    states_checked += 1


cloud_table = neighbours(cloud, 5.0, 0.8)
for _ in range(40):
    fill(cloud_table, draw.randrange, audit)
print(f"list states checked against distances: {states_checked}")

# ---- Real trial-and-reject simulation on a small periodic lattice ----
small = neighbours(square_points(12, 1.0), 12.0, 1.5)
n_small = len(small)


def reject_run(neigh):
    occupied = [False] * len(neigh)

    def blocked(s):
        return occupied[s] or any(occupied[t] for t in neigh[s])

    trials = 0
    while not all(blocked(s) for s in range(len(neigh))):
        while True:
            trials += 1
            s = draw.randrange(len(neigh))
            if not blocked(s):
                occupied[s] = True
                break
    return trials, sum(occupied) / len(neigh)


rejected = np.array([reject_run(small) for _ in range(500)])
listed = []
for _ in range(2000):
    order, sizes = fill(small, draw.randrange)
    listed.append((sum(n_small / m for m in sizes), len(order) / n_small))
listed = np.array(listed)
print("REJECTION AGAINST LIST, 12x12 periodic, 8 blocked neighbours")
for col, name in ((0, "trials to jamming"), (1, "jammed theta")):
    r, dr = mean_err(rejected[:, col])
    q, dq = mean_err(listed[:, col])
    assert abs(r - q) < 4 * math.hypot(dr, dq)
    print(f"{name}: rejection {r:.5g} +- {dr:.2g}, list {q:.5g} +- {dq:.2g}")

# ---- Clock: ring with nearest-neighbour exclusion against the closed form ----
n_ring = 200_000
ring = [((i - 1) % n_ring, (i + 1) % n_ring) for i in range(n_ring)]
order, sizes = fill(ring, draw.randrange)
clock = np.cumsum(rng.exponential(1.0 / np.array(sizes)))
print(f"RING of {n_ring} sites: theta simulated, theta formula")
for kt in (0.5, 1.0, 2.0, math.inf):
    simulated = np.searchsorted(clock, kt) / n_ring
    formula = (1 - math.exp(-2 * (1 - math.exp(-kt)))) / 2
    # independent-site sampling error is about 0.001; allow three times that
    assert abs(simulated - formula) < 0.003
    print(f"k t = {kt}: {simulated:.4f}, {formula:.4f}")

# ---- Example: bulky hafnium amide on hydroxylated silica (rough values) ----
a, d = 0.50, 0.80                       # nm
temperature = 523.15                    # K
pressure_torr = 0.01
mass_u = 410.9
reaction_probability = 1e-3
pulse = 1.0                             # s
flux = pressure_torr * const.torr / math.sqrt(
    2 * math.pi * mass_u * const.atomic_mass * const.k * temperature)
rate = reaction_probability * flux * (a * 1e-9) ** 2

results = {}
for side, runs in ((50, 160), (200, 40)):
    table = neighbours(square_points(side, a), side * a, d)
    assert all(len(row) == 8 for row in table)
    n = side * side
    theta, jam_kt, cost, pulse_theta, kt90, kt99 = [], [], [], [], [], []
    largest = 0
    for _ in range(runs):
        begin = time.perf_counter()
        order, sizes = fill(table, draw.randrange)
        cost.append((time.perf_counter() - begin) / len(order))
        m = np.array(sizes)
        largest = max(largest, int((m - np.append(m[1:], 0)).max()))
        clock = np.cumsum(rng.exponential(1.0 / m))
        theta.append(len(order) / n)
        jam_kt.append((1.0 / m).sum())
        pulse_theta.append(np.searchsorted(clock, rate * pulse) / n)
        kt90.append(clock[math.ceil(0.90 * len(order)) - 1])
        kt99.append(clock[math.ceil(0.99 * len(order)) - 1])
    assert largest <= 9
    results[side] = dict(n=n, theta=mean_err(theta), jam=mean_err(jam_kt),
                         cost=min(cost), pulse=np.mean(pulse_theta),
                         kt90=np.mean(kt90), kt99=np.mean(kt99), largest=largest)
lo, hi = results[50], results[200]
growth = hi["jam"][0] - lo["jam"][0]
growth_err = math.hypot(hi["jam"][1], lo["jam"][1])
log_ratio = math.log(hi["n"] / lo["n"])
assert abs(growth - log_ratio) < 4 * growth_err + 0.02
# cache misses and timer noise allowed for; linear cost would give a ratio of 16
assert hi["cost"] / lo["cost"] < 4

print("COST PER ADSORPTION, square lattice, 8 blocked neighbours")
for r in (lo, hi):
    print(f"N = {r['n']}: {r['cost'] * 1e6:.2f} us (this machine), "
          f"most deletions {r['largest']}, mean {1 / r['theta'][0]:.3f}")
print(f"mean k t_jam: N={lo['n']} {lo['jam'][0]:.3f}, N={hi['n']} {hi['jam'][0]:.3f}")
print(f"growth of k t_jam: {growth:.3f} +- {growth_err:.3f}, ln ratio {log_ratio:.3f}")

site_area = a * a
theta_jam, theta_err = hi["theta"]
density = theta_jam / site_area
jam_time = hi["jam"][0] / rate
wafer_sites = math.pi * (0.15e9) ** 2 / site_area      # radius 0.15 m in nm
wafer_time = (hi["jam"][0] + math.log(wafer_sites / hi["n"])) / rate
print("EXAMPLE: TEMAH on hydroxylated silica, rough parameters")
print(f"site spacing {a:.2f} nm, footprint {d:.2f} nm, site density {1 / site_area:.2f} nm^-2")
print(f"T {temperature:.2f} K, pressure {pressure_torr} Torr, mass {mass_u} u")
print(f"reaction probability {reaction_probability}, pulse {pulse} s")
print(f"impingement flux: {flux * 1e-18:.4g} nm^-2 s^-1")
print(f"attempt rate k: {rate:.4f} s^-1")
print(f"patch: {200 * a:.0f} nm square, {hi['n']} sites")
print(f"jammed theta: {theta_jam:.5f} +- {theta_err:.5f}")
print(f"jammed Hf density: {density:.4f} nm^-2 = {density * 1e14:.3e} cm^-2")
print(f"after the pulse: {hi['pulse'] / site_area:.4f} nm^-2, "
      f"{100 * hi['pulse'] / theta_jam:.1f} % of jammed")
print(f"time to 90 % of jammed: {hi['kt90'] / rate:.3f} s")
print(f"time to 99 % of jammed: {hi['kt99'] / rate:.3f} s")
print(f"mean time to complete jamming, patch: {jam_time:.2f} s")
print(f"same, 300 mm wafer by the log law: {wafer_time:.1f} s")
print(f"rejection trials to jam the patch: {hi['jam'][0] * hi['n']:.4g}")
print(f"rejection trials per adsorption: {hi['jam'][0] / theta_jam:.1f}")

# ---- Size of neglected effects, same areal numbers on a 50 nm patch ----
side, box = 100, 100 * a
grid = square_points(side, a)


def density_of(make_points, reach, runs=12):
    found, most = [], 0
    for _ in range(runs):
        table = neighbours(make_points(), box, reach)
        most = max(most, max(map(len, table)))
        found.append(len(fill(table, draw.randrange)[0]) / box ** 2)
    return (*mean_err(found), most)


cases = (
    ("footprint 0.60 nm after ligand loss", lambda: grid, 0.60),
    ("random site positions", lambda: rng.random((side * side, 2)) * box, d),
    ("20 % of sites missing",
     lambda: grid[rng.permutation(side * side)[: side * side * 4 // 5]], d),
)
print("NEGLECTED EFFECTS: jammed Hf density, change from the example")
for name, maker, reach in cases:
    value, err, most = density_of(maker, reach)
    print(f"{name}: {value:.4f} +- {err:.4f} nm^-2, "
          f"{100 * (value / density - 1):+.1f} %, most neighbours {most}")

# Densest 8-neighbour packing: each 2 x 2 block of sites holds at most one centre.
ordered = [(x % 2 == 0 and y % 2 == 0) for x in range(side) for y in range(side)]
chosen = grid[np.array(ordered)]
assert len(cKDTree(chosen, boxsize=box).query_pairs(d)) == 0
ceiling = len(chosen) / box ** 2
print(f"ordered packing ceiling: {ceiling:.4f} nm^-2, {100 * (ceiling / density - 1):+.1f} %")
barrier, prefactor = 1.5, 1e13          # eV, s^-1, assumed
thermal = const.k * temperature / const.e
hop = prefactor * math.exp(-barrier / thermal)
print(f"hop rate, barrier {barrier} eV, prefactor {prefactor:.0e} s^-1: {hop:.4f} s^-1")
print(f"hops per molecule: pulse {hop * pulse:.3f}, patch jamming {hop * jam_time:.3f}, "
      f"wafer jamming {hop * wafer_time:.2f}")
print(f"barrier for one hop per pulse: {thermal * math.log(prefactor * pulse):.3f} eV")
print("all good")
```

It prints:

```
EXACT LAW, 2x4 ladder, nearest-neighbour exclusion
distinct adsorption sequences: 72
distinct jammed states: 6
least likely jammed state, probability: 1/10
most likely jammed state, probability: 3/10
list states checked against distances: 754
REJECTION AGAINST LIST, 12x12 periodic, 8 blocked neighbours
trials to jamming: rejection 324.77 +- 7.1, list 324.56 +- 1.6
jammed theta: rejection 0.18683 +- 0.00046, list 0.18722 +- 0.00022
RING of 200000 sites: theta simulated, theta formula
k t = 0.5: 0.2729, 0.2724
k t = 1.0: 0.3593, 0.3588
k t = 2.0: 0.4115, 0.4113
k t = inf: 0.4325, 0.4323
COST PER ADSORPTION, square lattice, 8 blocked neighbours
N = 2500: 2.81 us (this machine), most deletions 9, mean 5.352
N = 40000: 5.60 us (this machine), most deletions 9, mean 5.347
mean k t_jam: N=2500 4.868, N=40000 7.655
growth of k t_jam: 2.787 +- 0.025, ln ratio 2.773
EXAMPLE: TEMAH on hydroxylated silica, rough parameters
site spacing 0.50 nm, footprint 0.80 nm, site density 4.00 nm^-2
T 523.15 K, pressure 0.01 Torr, mass 410.9 u
reaction probability 0.001, pulse 1.0 s
impingement flux: 7576 nm^-2 s^-1
attempt rate k: 1.8941 s^-1
patch: 100 nm square, 40000 sites
jammed theta: 0.18703 +- 0.00010
jammed Hf density: 0.7481 nm^-2 = 7.481e+13 cm^-2
after the pulse: 0.7272 nm^-2, 97.2 % of jammed
time to 90 % of jammed: 0.492 s
time to 99 % of jammed: 1.483 s
mean time to complete jamming, patch: 4.04 s
same, 300 mm wafer by the log law: 19.7 s
rejection trials to jam the patch: 3.062e+05
rejection trials per adsorption: 40.9
NEGLECTED EFFECTS: jammed Hf density, change from the example
footprint 0.60 nm after ligand loss: 1.4561 +- 0.0027 nm^-2, +94.6 %, most neighbours 4
random site positions: 0.7732 +- 0.0020 nm^-2, +3.4 %, most neighbours 23
20 % of sites missing: 0.7178 +- 0.0010 nm^-2, -4.1 %, most neighbours 8
ordered packing ceiling: 1.0000 nm^-2, +33.7 %
hop rate, barrier 1.5 eV, prefactor 1e+13 s^-1: 0.0355 s^-1
hops per molecule: pulse 0.035, patch jamming 0.143, wafer jamming 0.70
barrier for one hop per pulse: 1.349 eV
all good
```
